# Voltage drift and bias in a memristive random-bit generator

## Problem

A memristor produces one random bit per cycle. It is first reset to its high-resistance (OFF) state and then receives a rectangular voltage pulse. The bit is 1 if the device switches to its low-resistance state during the pulse, and 0 otherwise. The switching rate is proportional to $\exp(V/V_0)$, where $V$ is the voltage across the device and $V_0=25$ mV. The pulse voltage has been tuned so that half of the pulses cause switching.

(a) The voltage then drifts by 1 mV and is not retuned. Estimate the bias of the bits.

(b) How good is the linear estimate, and does zero-mean voltage noise of the same size do the same harm?

(c) How many bits reveal the bias, and how much entropy does it cost?

(d) Take a balanced pulse of 300 mV and 10 µs at 300 K. Compare the voltage drift with a temperature drift of 1 K, and size several other effects left out of (a).

## Assumptions

Every reset restores the same initial state. Switching is a single memoryless event: while the device is still OFF, its chance of switching in a short time $dt$ is $\Gamma\,dt$, whatever its earlier history. The rate

$$\Gamma(V)=\Gamma_0e^{V/V_0}$$

is constant during a pulse of fixed width $t_p$. The drift $\delta V$ is static over the bits considered.

Let $P$ be the probability of a 1. The bias is defined as $b=P-\tfrac12$ and is quoted in percentage points. The difference between the probabilities of 1 and 0 is $P-(1-P)=2b$, twice as large.

## Solution

### (a) The linear estimate

Let $S(t)$ be the probability that the device is still OFF at time $t$. To survive until $t+dt$ it must survive until $t$ and then not switch:

$$S(t+dt)=S(t)(1-\Gamma\,dt),\qquad \frac{dS}{dt}=-\Gamma S .$$

Since $S(0)=1$, the solution is $S(t)=e^{-\Gamma t}$. Hence

$$P=1-e^{-m},\qquad m=\Gamma t_p .$$

The number $m$ is the rate accumulated over the pulse. Balance requires $e^{-m}=\tfrac12$, so $m=\ln2$.

The voltage enters through $m\propto e^{V/V_0}$, which gives $dm/dV=m/V_0$. By the chain rule,

$$\frac{dP}{dV}=e^{-m}\frac{dm}{dV}=\frac{m e^{-m}}{V_0}.$$

At balance $m=\ln2$ and $e^{-m}=\tfrac12$, so

$$b\simeq\frac{\ln2}{2}\,\frac{\delta V}{V_0}.$$

With $\delta V/V_0=1/25=0.04$,

$$b\simeq0.3466\times0.04=0.0139 .$$

The bias is about **1.4 percentage points**. An upward drift favours 1 and a downward drift favours 0. The prefactor $\Gamma_0$, the pulse width and the pulse voltage have dropped out, because tuning fixes their combined effect at $m=\ln2$.

The balanced point is close to the most sensitive one. The derivative of $me^{-m}$ with respect to $m$ is $(1-m)e^{-m}$, so the slope is greatest at $m=1$, where $P=1-e^{-1}$, about 63 percent. The slope at balance is the fraction $(\ln2/2)/e^{-1}=0.94$ of this maximum.

### (b) Finite drift and zero-mean noise

Write $x=\delta V/V_0$. The drift changes $m$ from $\ln2$ to $e^x\ln2$. Within the model, therefore,

$$b(x)=\frac12-e^{-e^x\ln2}=\frac12-2^{-e^x}.$$

For $x=+0.04$ this gives $+1.395$ points, and for $x=-0.04$ it gives $-1.378$ points.

The small asymmetry comes from the second derivative. Since $dm/dx=m$,

$$\frac{dP}{dx}=me^{-m},\qquad
\frac{d^2P}{dx^2}=m\frac{d}{dm}\left(me^{-m}\right)=m(1-m)e^{-m}.$$

At $m=\ln2$ the Taylor series is

$$b(x)=\frac{\ln2}{2}x+\frac{\ln2}{4}(1-\ln2)x^2+O(x^3).$$

The quadratic term is $0.1733\times0.3069\times0.0016=8.5\times10^{-5}$, or 0.0085 point. It is positive for either sign of $x$, so it adds to the size of the upward bias and subtracts from that of the downward one.

The linear estimate needs $|x|\ll1$. For a large positive drift $P$ tends to 1 and $b$ to $+\tfrac12$. For a large negative drift $m$ is small, $P\simeq m=e^x\ln2$, and $b$ tends to $-\tfrac12$.

Now let the voltage error be constant within each pulse but drawn afresh for each one, from a Gaussian of zero mean and rms value $\sigma$. The linear term averages to zero, and the mean of $x^2$ is $\sigma^2/V_0^2$. To leading order,

$$\langle b\rangle\simeq\frac{\ln2}{4}(1-\ln2)\frac{\sigma^2}{V_0^2}.$$

For $\sigma=1$ mV this is 0.0085 point, more than a hundred times smaller than the bias from a static drift of 1 mV. The static drift does more harm because its linear effect does not average out over the run. Noise that varies rapidly within each pulse also has a small effect: it raises the average rate by the factor $1+\sigma^2/(2V_0^2)$ to leading order, which for $\sigma=1$ mV gives a bias of about 0.028 point.

### (c) Detecting the bias and its entropy cost

Among $N$ independent bits, the expected excess of ones over $N/2$ is $Nb$. For unbiased bits the standard deviation of the count is $\sqrt N/2$. The expected excess equals three standard deviations when

$$N|b|=\frac{3\sqrt N}{2},\qquad\text{so}\qquad N=\frac{9}{4b^2}.$$

With $b=0.01395$ this gives about 11,600 bits. At this length the average excess sits at the three-sigma level, so roughly half of such runs would exceed it.

The Shannon entropy per bit is $H=-P\log_2P-(1-P)\log_2(1-P)$. Put $P=(1+\epsilon)/2$ with $\epsilon=2b$. The terms containing $\log_2 2$ add up to 1, which leaves

$$1-H=\frac{(1+\epsilon)\ln(1+\epsilon)+(1-\epsilon)\ln(1-\epsilon)}{2\ln2}.$$

Using $\ln(1\pm\epsilon)\simeq\pm\epsilon-\epsilon^2/2$, the numerator is $\epsilon^2$ to second order: the products give $2\epsilon^2-\epsilon^2$, and the odd terms cancel. Therefore

$$1-H\simeq\frac{\epsilon^2}{2\ln2}=\frac{2b^2}{\ln2}=5.6\times10^{-4}\ \text{bit per bit}.$$

The min-entropy, which measures how well the best single guess succeeds, is $-\log_2(\tfrac12+|b|)$. Its loss is

$$1+\log_2\left(\tfrac12+|b|\right)=\log_2(1+2|b|)=0.040\ \text{bit per bit}.$$

This loss is of first order in $b$, so a bias that barely changes the Shannon entropy can still matter where guessing matters.

Inverting the linear estimate gives the permitted drift, $\delta V=2bV_0/\ln2$. If the allowed bias is 0.1 point, then $\delta V=2\times0.001\times25/0.693=0.072$ mV.

### (d) Temperature and the other neglected effects

**Temperature.** Suppose that the rate is thermally activated over a barrier lowered by the voltage:

$$\Gamma=\nu\exp\left[-\frac{E_a-qV}{k_BT}\right],\qquad V_0=\frac{k_BT}{q}.$$

Here $E_a$ is the barrier at zero voltage, $q$ an effective charge and $\nu$ an attempt rate, all taken as independent of temperature. At 300 K, $V_0=25$ mV corresponds to $q=1.03$ elementary charges. Take $\nu=10^{13}$ s$^{-1}$, a round value of the order of an atomic vibration rate.

The balance condition $\Gamma t_p=\ln2$ fixes the remaining barrier:

$$E_a-qV=k_BT\,L,\qquad L=\ln\frac{\nu t_p}{\ln2}=\ln\frac{10^8}{0.693}=18.8 .$$

This is 0.486 eV. Adding $qV=0.310$ eV gives $E_a=0.796$ eV. This value extends the linear lowering of the barrier down to zero voltage. There the rate would be $e^{-12}\ln2/t_p=0.43$ s$^{-1}$ for any $\nu$, an OFF lifetime of only about 2.3 s. The rate law is therefore best read as a description near the operating voltage; the slopes below use only the remaining barrier. At fixed voltage,

$$\frac{d\ln\Gamma}{dT}=\frac{E_a-qV}{k_BT^2}=\frac{L}{T}.$$

A small change in $\ln\Gamma$ changes $P$ by $me^{-m}=\ln2/2$ times as much, so

$$\frac{dP}{dT}=\frac{\ln2}{2}\frac{L}{T}=0.3466\times\frac{18.8}{300}=0.0217\ \text{K}^{-1}.$$

That is 2.2 points per kelvin. Equating $L\,\delta T/T$ with $\delta V/V_0$ shows that 1 K acts like $V_0L/T=1.57$ mV. In this example a supply stable to 1 mV does not by itself keep the bias near 1.4 points or below: temperature variations must also be kept well below 1 K, or the voltage must be retuned. The dependence on $\nu$ is logarithmic: a tenfold change shifts $L$ by 2.3, about 12 percent. But $\nu$ is assumed here, and the effective prefactor of a device may differ by several decades. For $\nu=10^{9}$ s$^{-1}$ the slope is 1.1 points per kelvin and 1 K acts like 0.80 mV, less than the 1 mV drift. The comparison for a given device needs its measured activation energy at the operating voltage.

**Cycle-to-cycle spread.** If the reset does not restore the same state, the voltage needed for a given rate varies between cycles. Let this variation be Gaussian, independent from cycle to cycle, with standard deviation $s_V$. Set $s=s_V/V_0$ and let $u$ be the mean of $\ln m$. Then

$$P(u)=\int_{-\infty}^{\infty}\frac{e^{-z^2/2}}{\sqrt{2\pi}}\left[1-\exp\left(-e^{u+sz}\right)\right]dz .$$

For $s_V=25$ mV, $s=1$. Numerical quadrature and root finding give the value of $u$ at which $P=\tfrac12$. Increasing that $u$ by 0.04 then gives a bias of 1.04 points, about a quarter less than without spread.

Two limits help in reading this number. The slope $dP/du$ is the average of $me^{-m}$ over the cycles. With $y=e^{-m}$ this is the average of $-y\ln y$, a concave function of $y$, so it cannot exceed the value of that function at the average $y$. Balance fixes the average $y$ at $\tfrac12$, and the slope is therefore at most $\ln2/2$, its value without spread. Hence, as long as each cycle switches by a single memoryless event and the drift multiplies every rate by the same factor, no distribution of rates can raise the linear estimate of the bias above 1.39 points after retuning. For $s\gg1$, the bracket in the integral becomes a step at $z=-u/s$. Then $P$ is the Gaussian cumulative distribution at $u/s$, and its slope at balance is

$$\frac{dP}{dV}\simeq\frac{1}{\sqrt{2\pi}\,s_V}.$$

The spread has then replaced $V_0$ as the voltage scale.

**Pulse edges.** Let the voltage rise and fall linearly, each in $t_r=0.1$ µs, outside a flat top of width $t_p$. Relative to the flat top, the two edges add to $m$ the fraction

$$f=\frac{2}{t_p}\int_0^{t_r}e^{(Vt/t_r-V)/V_0}dt
=\frac{2t_r}{t_p}\frac{V_0}{V}\left(1-e^{-V/V_0}\right).$$

Here $f=0.02/12=0.17$ percent, which tuning absorbs. What remains is a change in slope. Since $e^{-12}$ is negligible, $f\propto1/V$ and $df/dV=-f/V$. Therefore

$$\frac{d\ln m}{dV}=\frac1{V_0}-\frac{f}{(1+f)V},$$

and the slope falls by the fraction $fV_0/[(1+f)V]$, or 0.014 percent.

**Joule heating before switching.** Take an OFF resistance $R=1$ MΩ and a thermal resistance $R_{th}=10^6$ K/W, and assume that the temperature settles quickly compared with the pulse. The rise is $\Delta T=R_{th}V^2/R=0.09$ K. Because $d\Delta T/dV=2\Delta T/V$, differentiating $\ln\Gamma$ at temperature $T+\Delta T$ gives, to first order in $\Delta T$,

$$V_0\frac{d\ln\Gamma}{dV}\simeq1-\frac{\Delta T}{T}+\frac{2\Delta T\,L V_0}{VT}.$$

The negative term comes from the larger thermal energy and the positive one from the extra heating. Together they raise the slope by 0.064 percent. The heating itself is absorbed when the voltage is tuned.

**Reverse hops.** If only the first switching event counts, a backward rate has no effect. Suppose instead that the rate is set by the net flux of forward minus backward hops over a symmetric barrier. Then $\sinh(V/V_0)$ replaces the exponential, and $q$ in $V_0=k_BT/q$ is half the hopping charge. The logarithmic slope is then multiplied by $\coth(V/V_0)$. At $V/V_0=12$ the relative change is $\coth12-1=7.6\times10^{-11}$. A two-state model with forward and backward rates proportional to $e^{\pm V/V_0}$, read at the end of the pulse, gives $1.2\times10^{-11}$. The value depends on the model, but the effect is negligible in both. The exponential law would fail for this reason only if $V$ were comparable with $V_0$.

## A few cases

Each row starts from balance. The row with spread was retuned to 50 percent before the drift.

| Disturbance | Bias (points) |
|---|---:|
| $+1$ mV static drift | $+1.39$ |
| $-1$ mV static drift | $-1.38$ |
| 1 mV rms noise, independent for each pulse | $+0.0085$ |
| $+1$ K at fixed voltage | $+2.18$ |
| $+1$ mV drift with 25 mV cycle-to-cycle spread | $+1.04$ |

The temperature row uses the full rate law for a finite change of 1 K, so it differs slightly from the linear slope of 2.17 points per kelvin.

## Relation to real devices

The parameters are round values meant for the regime of silver-filament electrochemical memristors, which can switch well below 1 V with a delay that falls steeply as the voltage rises. An e-fold voltage of 25 mV is steep: in the rate law of (d), it means that about one elementary charge feels the full device voltage at the limiting barrier. If less of the voltage acts there, $V_0$ is larger and the bias from 1 mV is smaller in proportion. For one elementary charge crossing a symmetric barrier, half the voltage acts, $V_0=2k_BT/e=52$ mV at 300 K, and the bias is 0.67 point. The single memoryless event is an assumption that matters, since a filament may need several steps to form. If switching takes several equal steps in series, all with the same voltage dependence, the switching times are relatively less scattered and the bias from 1 mV is larger: 2.1 points for two steps and 3.5 points for five. The identical reset is also open to doubt, since filament remnants can differ between cycles. A spread of 25 mV lowers the estimate from 1.4 to 1.0 points; for a spread of 100 mV the broad-spread formula gives about 0.4 point. If remnants also carry memory from one cycle to the next, the bits are correlated, and the detection length and entropy losses in (c) no longer apply.

Numerical values quoted here were computed with a short program.
